\section*{The best layer fraction of a thick absorbing bilayer mirror, part 2}

A thick mirror repeats a period $d$ of two uniform layers, H and L. The more absorbing layer, H, fills the fraction $G$. Which $G$ gives the highest reflectance $R$, if $d$ is retuned to the peak for each $G$?

The indices are $n_j=1-\delta_j+i\beta_j$, with time factor $e^{-i\omega t}$, and $\chi=n^2-1$. The grazing angle $\theta$ is measured from the surface, and $\lambda$ is the vacuum wavelength. In atomic units $k=\omega/c$; $q=k\sin\theta$ and $Q=2\pi/d$. $\Delta$ means H minus L, a bar the period average; $g=\beta_L/\Delta\beta$, $f=\Delta\delta/\Delta\beta$.

With $z$ pointing into the stack and $z=0$ at an H centre, $E=Ae^{iQz/2}+Be^{-iQz/2}$ and
\begin{equation}
A'=\frac iQ(SA+KB),\qquad B'=-\frac iQ(SB+KA).
\label{eq:env}
\end{equation}
Here $K=2k^2(-\Delta\delta+i\Delta\beta)\sin(\pi G)/\pi$, and $S$ is the mean response, with
\begin{equation}
\mathrm{Re}S=q^2-\frac{Q^2}4-2k^2\bar\delta
=2k^2\Delta\beta\,\frac{\sin\pi G}{\pi}\,X .
\label{eq:X}
\end{equation}
The energy balance is
\begin{equation}
(|A|^2-|B|^2)'=-\frac2Q\left[\mathrm{Im}S\,(|A|^2+|B|^2)+2\,\mathrm{Im}K\,\mathrm{Re}(A^*B)\right].
\label{eq:flux}
\end{equation}
In a thick stack $B=rA$, $|r|<1$, and
\begin{equation}
r+\frac1r=-2w,\qquad w=\frac SK .
\label{eq:rw}
\end{equation}
Write $r=\rho e^{i\varphi}$, $a=\tfrac12(\tfrac1\rho+\rho)$, $b=\tfrac12(\tfrac1\rho-\rho)$. At the peak over $d$, $X=-f/y$ and
\begin{equation}
b^2=\frac{y^2-1}{1+f^2},\qquad a^2=\frac{y^2+f^2}{1+f^2}.
\label{eq:ab}
\end{equation}
\begin{equation}
\cos\varphi=-\frac ay,\qquad \sin\varphi=-\frac{fb}y .
\label{eq:phase}
\end{equation}
\begin{equation}
R=\frac{1-u}{1+u},\quad u^2=\frac{y^2-1}{y^2+f^2},\quad
y=\frac{\mathrm{Im}S}{\mathrm{Im}K}=\frac{\pi(G+g)}{\sin\pi G}>1 .
\label{eq:carry}
\end{equation}
These results hold to leading order in the optical constants, for sharp interfaces and s polarization or normal incidence. For every $f$, $R$ falls as $y$ rises, so the best $G$ minimizes $y$.

For a short stack of $N$ periods and length $L=Nd$, single scattering at $Q=2q$ gives $r_N=iKL/Q$, largest at $G=1/2$.

The model mirror, at 100 eV and normal incidence, has $\delta_H=0.08$, $\beta_H=0.006$, $\delta_L=0.01$, $\beta_L=0.0015$, hence $g=0.333$, $f=15.56$. At $G=1/2$ its thick-stack peak is $R=0.734$.

\subsection{The condition and its single root}

The quotient rule gives
\begin{equation}
\frac{dy}{dG}=\frac{\pi\sin\pi G-\pi^2(G+g)\cos\pi G}{\sin^2\pi G}
=\frac{\pi\,h(G)}{\sin^2\pi G},
\end{equation}
with
\begin{equation}
h(G)=\sin\pi G-\pi(G+g)\cos\pi G .
\end{equation}
In the derivative of $h$ two terms cancel:
\begin{equation}
h'=\pi\cos\pi G-\pi\cos\pi G+\pi^2(G+g)\sin\pi G
=\pi^2(G+g)\sin\pi G>0
\end{equation}
for $0<G<1$. So $h$ increases throughout this interval. It starts at $h(0)=-\pi g<0$ and has reached $h(1/2)=1$ at the middle. It therefore vanishes once, between 0 and $1/2$. There $dy/dG$ changes from negative to positive, and $y$ has its minimum. Since $\cos\pi G\ne0$ at the root, $h=0$ can be divided by the cosine:
\begin{equation}
\boxed{\;\tan(\pi G)=\pi\left(G+\frac{\beta_L}{\beta_H-\beta_L}\right),\qquad 0<G<\tfrac12\;}
\label{eq:main}
\end{equation}

Exchanging the names of the layers is a symmetry check. It replaces $G$ by $1-G$ and $g$ by $\beta_H/(\beta_L-\beta_H)=-(1+g)$. The left side becomes $\tan(\pi-\pi G)=-\tan\pi G$ and the right side $\pi(1-G-1-g)=-\pi(G+g)$. The equation keeps its form, but its root now lies above $1/2$. The convention $\beta_H>\beta_L$ thus selects the interval. If the denser material is the weaker absorber, it is the L layer of this result. A heavy element has no special role apart from its absorption.

\subsection{Two limits of the materials}

For a nearly transparent L layer, $g\ll1$, the root is small. With $x=\pi G$ and $\tan x\simeq x+x^3/3$, equation \eqref{eq:main} becomes $x^3/3=\pi g$, so
\begin{equation}
G\simeq\left(\frac{3g}{\pi^2}\right)^{1/3}.
\end{equation}
The cube root makes the fraction shrink slowly as L becomes clearer.

For nearly equal absorption, $g\gg1$, the root approaches $1/2$. Put $\pi G=\pi/2-\epsilon$. Then $\tan\pi G=1/\tan\epsilon\simeq1/\epsilon$, while the right side is close to $\pi(g+\frac12)$. Hence $\epsilon\simeq1/[\pi(g+\frac12)]$ and
\begin{equation}
G\simeq\frac12-\frac{1}{\pi^2\left(g+\frac12\right)}.
\end{equation}
When both layers absorb almost equally, little is gained by thinning one of them, and the coupling alone fixes $G=1/2$ as in a short stack. Both laws are tested against the numerical root, at $g=10^{-6}$ and $g=100$. For the model mirror, with $g=1/3$, the second law already gives 0.378, against the root 0.364.

\subsection{Reflectance and period at the optimum}

At the root, $\pi(G+g)=\tan\pi G$, and therefore
\begin{equation}
y=\frac{\tan\pi G}{\sin\pi G}=\frac1{\cos\pi G}.
\end{equation}
Insert this in $u^2$ and multiply numerator and denominator by $\cos^2\pi G$:
\begin{equation}
u=\frac{\sin\pi G}{\sqrt{1+f^2\cos^2\pi G}} .
\end{equation}
The best tuning was $X=-f/y$. By the definition of $X$ this means $\mathrm{Re}S=-2k^2\Delta\delta\sin(\pi G)/(\pi y)$. With $\mathrm{Re}S=q^2-Q^2/4-2k^2\bar\delta$,
\begin{equation}
\frac{Q^2}{4}=q^2-2k^2\bar\delta+2k^2\Delta\delta\,\frac{\sin\pi G}{\pi y},
\qquad d=\frac{2\pi}{Q}.
\end{equation}
The second term is the mean refraction. The third shifts the peak away from the centre of the reflecting band.

The numerical root for $g=0.3333$ is $G=0.3636$. Both sides of \eqref{eq:main} are then 2.190, and $y=2.407$. So $\cos\pi G=1/2.407=0.4154$ and $\sin\pi G=0.9096$. With $f\cos\pi G=15.56\times0.4154=6.462$,
\begin{equation}
u=\frac{0.9096}{\sqrt{1+41.76}}=0.1391,\qquad
R=\frac{0.8609}{1.1391}=0.756 .
\end{equation}
Equal layer thicknesses gave 0.734. The better fraction gains 0.022 in reflectance.

For the period, $\bar\delta=0.01+0.07\times0.3636=0.03545$. The shift is $0.07\times0.9096/(\pi\times2.407)=0.00842$. At normal incidence $q=k$, hence
\begin{equation}
\frac{Q}{2k}=\sqrt{1-2(0.03545-0.00842)}=0.9726 .
\end{equation}
Since $d=\pi/(Q/2)=\lambda/(2\times0.9726)$ and $\lambda=123.98$ \AA, the period is $d=63.74$ \AA, or 120.45 bohr. The H layer is 23.2 \AA\ thick and the L layer 40.6 \AA.

The optimum is flat. Differentiating $y\sin\pi G=\pi(G+g)$ twice, and using $y'=0$ at the minimum, gives $y''\sin\pi G-\pi^2y\sin\pi G=0$, so $y''=\pi^2y$. Near the best fraction $G_*$,
\begin{equation}
y\simeq y_*\left[1+\frac{\pi^2}{2}(G-G_*)^2\right].
\end{equation}
An error of 0.01 in $G$ raises $y$ by about 0.05\% of its value.

\subsection{Where the field is, and how deep it goes}

At an H centre, $z=0$, the field is $A+B=A(1+r)$. At the neighbouring L centre, $z=d/2$, the exponentials are $\pm i$, and the field is $iA(1-r)$ if the slow decay over half a period is neglected. The intensity ratio is
\begin{equation}
\frac{|1+r|^2}{|1-r|^2}=\frac{1+R+2\,\mathrm{Re}\,r}{1+R-2\,\mathrm{Re}\,r}.
\end{equation}
The tangency condition found above was $\cos\varphi=-a/y$, where $\varphi$ is the phase of $r$, $\rho=|r|$ and $a=(1/\rho+\rho)/2$. Thus $\mathrm{Re}\,r=-\rho a/y=-(1+R)/(2y)$, and the factor $1+R$ cancels:
\begin{equation}
\frac{|1+r|^2}{|1-r|^2}=\frac{1-1/y}{1+1/y}=\frac{y-1}{y+1}<1 .
\end{equation}
At the peak, the standing wave is weaker in the centre of the absorbing layer. For the model mirror the ratio is $1.407/3.407=0.413$.

The effect on absorption follows from the energy balance of the first half. The absorption is proportional to $\mathrm{Im}S(|A|^2+|B|^2)+2\,\mathrm{Im}K\,\mathrm{Re}(A^*B)$. With $\mathrm{Re}\,r$ inserted and $\mathrm{Im}K=\mathrm{Im}S/y$, this is
\begin{equation}
|A|^2(1+R)\,\mathrm{Im}S\left(1-\frac1{y^2}\right).
\end{equation}
For given wave amplitudes, the standing wave removes the fraction $1/y^2$ of the absorption in the averaged medium. At the best composition $1/y^2=\cos^2\pi G$, here 0.17.

For the penetration depth, insert $B=rA$ in the equation for $A$: $A'=(i/Q)\Gamma A$ with $\Gamma=S+Kr$. Since $S=-K(r+1/r)/2$, it follows that $\Gamma=K(r-1/r)/2$. With $b=(1/\rho-\rho)/2$,
\begin{equation}
\tfrac12\left(r-\tfrac1r\right)=-b\cos\varphi+ia\sin\varphi .
\end{equation}
Let $\kappa=2k^2\Delta\beta\sin(\pi G)/\pi$, so $K=\kappa(-f+i)$. The tangency values $\cos\varphi=-a/y$ and $\sin\varphi=-fb/y$ give
\begin{equation}
\mathrm{Im}\,\Gamma=\kappa(-b\cos\varphi-fa\sin\varphi)
=\kappa\,\frac{ab(1+f^2)}{y}
=\frac{\kappa}{y}\sqrt{(y^2-1)(y^2+f^2)} .
\end{equation}
The last step uses $a^2=(y^2+f^2)/(1+f^2)$ and $b^2=(y^2-1)/(1+f^2)$. Intensity decays as $\exp(-2z\,\mathrm{Im}\Gamma/Q)$. Its exponent per period is $2d\,\mathrm{Im}\Gamma/Q=d^2\,\mathrm{Im}\Gamma/\pi$, and the number of periods for a fall to $1/e$ is
\begin{equation}
N_e=\frac{\pi}{d^2\,\mathrm{Im}\Gamma}.
\end{equation}
For the model mirror $kd=2\pi\times63.74/123.98=3.230$. Then $\kappa d^2=2\times10.43\times0.0045\times0.9096/\pi=0.0272$. The square root divided by $y$ is 14.32, so $N_e=\pi/(0.0272\times14.32)=8.07$.

For small $g$, at fixed $f$ and $\Delta\beta$, both $\kappa$ and $\sqrt{y^2-1}=\tan\pi G$ become proportional to $G$. The depth then grows as $1/G^2$. The reflectance tends to 1, but the number of periods needed grows without limit.

\subsection{From the thick stack back to the thin one}

The second root, $1/r$, belongs to $S+K/r=-\Gamma$. The general solution for a finite stack is therefore
\begin{equation}
\binom AB=\binom1r e^{i\Gamma z/Q}+C\binom r1 e^{-i\Gamma z/Q}.
\end{equation}
No wave enters from behind, so $B(L)=0$ with $L=Nd$. This gives $C=-r\mathcal E$, $\mathcal E=e^{2i\Gamma L/Q}$, and
\begin{equation}
r_N=\frac{B(0)}{A(0)}=\frac{r+C}{1+Cr}=\frac{r(1-\mathcal E)}{1-r^2\mathcal E}.
\end{equation}
For a thick stack $\mathcal E\to0$ and $r_N\to r$. For a thin one $1-\mathcal E\simeq-2i\Gamma L/Q$. With $\Gamma=K(r^2-1)/(2r)$ this becomes $r_N\simeq iKL/Q$, the single-scattering result, whose best fraction is $1/2$.

At the peak tuning $|\mathcal E|=e^{-N/N_e}$. It is about 0.08 for 20 periods and 0.007 for 40. The full solution, described below, shows the passage between the limits: for a free-standing stack with L on top, the best fraction is 0.473 for 20 periods, 0.407 for 40 and 0.373 for 200. At 40 periods the reflectance is 0.735, already close to its limit of 0.750, while $G$ is still 0.034 above its own. The maximum is so flat that a small correction to $R$ can move it far. ``Thick'' must therefore be judged more strictly for the composition than for the reflectance.

\subsection{Comparison with the full wave equation}

Inside a uniform layer $E''+p^2E=0$, with $p=k\sqrt{n^2-\cos^2\theta}$. Crossing a layer of thickness $t$ changes field and slope by
\begin{equation}
\binom{E}{E'}_{t}=
\begin{pmatrix}\cos pt & p^{-1}\sin pt\\ -p\sin pt&\cos pt\end{pmatrix}
\binom{E}{E'}_{0}.
\end{equation}
The product of two such matrices describes one period. In an unlimited stack the field is the eigenvector whose eigenvalue has modulus below 1. In vacuum $E=1+r_v$ and $E'=iq(1-r_v)$ at the surface, so $r_v=(iqE-E')/(iqE+E')$. This solution keeps the outer face and all Fourier components. Its $|r_v|^2$ was maximized over $d$ and $G$.

At the full contrast of the model mirror the optimum is $G=0.373$, $R=0.750$ with L on top, and $G=0.371$, $R=0.765$ with H on top. The formula gives 0.364 and 0.756. Using the formula's fraction with L on top costs about 0.0001 in reflectance, while $G=1/2$ costs 0.018. The best periods, 63.73 and 63.71 \AA, are close to the predicted 63.74 \AA.

The shift in $G$ should be of first order in the optical constants. If they are multiplied by $s$ and the peak reflectance is $R_0(G)+sR_1(G)$, the maximum moves by $-sR_1'/R_0''$. The values for L on top agree: for $s=1$, $1/2$, $1/4$ and $1/8$ the excess over the formula is 0.0095, 0.0046, 0.0023 and 0.0011.

Removing this linear part by extrapolation gives a test of \eqref{eq:main} itself. The extrapolated optimum of the full solution is 0.3636 for the model mirror, for a grazing angle of $50^\circ$, for a reversed density contrast and for a weaker one. These cases share $g$ but differ in $f$ or $\theta$. For a clearer L layer both the full solution and the formula give 0.2059.

The field is more sensitive to finite contrast. At the formula's composition and period, with H on top, the full solution gives an intensity ratio of 0.490 between the first H centre and the next L centre, instead of 0.413. Decay over half a period accounts for a factor $e^{1/(2\times8.07)}=1.06$; the remainder has not been separated into causes. The penetration is 8.28 periods instead of 8.07. At $1/64$ of the contrast, tests confirm the ratio within 3\% and the decay exponent within 2\%, relative to the formulas.

Equation \eqref{eq:main} thus applies to many penetration depths of sharply bounded layers, with $|\chi|\ll\sin^2\theta$. Near grazing incidence that inequality fails. The reflection at the outer face must also be small compared with $|r|$. This second condition can fail when $y$ is large compared with 1 and $|f|$, because the stack then reflects weakly. For $\delta_H=\delta_L=0.01$, $\beta_H=0.0055$ and $\beta_L=0.005$ at normal incidence the root is 0.490, while the full optimum, with $R$ below 0.001, lies at 0.61 with L on top and 0.55 with H on top. If the interfaces are graded, with $\delta$ and $\beta$ following the same profile, $\sin(\pi G)/\pi$ must be replaced by the modulus of the first Fourier component of the actual profile. Smearing both interfaces with the same profile, symmetric about the nominal interface and with a width that is a fixed fraction of the period, multiplies this component by a constant below 1. Then $y$ rises and the peak is lower, but the best $G$ stays the same. If the two interfaces are smeared differently, or if the profile is lopsided, as when H tails into L at both faces, the factor depends on $G$, and $y$ must be minimized again. The remaining computed values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
photon energy: 100.0 eV
vacuum wavelength: 123.984 angstrom
delta_H: 0.0800 (dimensionless)
beta_H: 0.0060 (dimensionless)
delta_L: 0.0100 (dimensionless)
beta_L: 0.0015 (dimensionless)
g = beta_L/(beta_H-beta_L): 0.33333 (dimensionless)
f = contrast ratio delta/beta: 15.5556 (dimensionless)
best fraction G, formula: 0.36363 (dimensionless)
tan(pi G) at the root: 2.18957 (dimensionless)
pi (G + g) at the root: 2.18957 (dimensionless)
y at the root: 2.40712 (dimensionless)
u at the root: 0.13910 (dimensionless)
peak reflectance at best G, formula: 0.75577 (fraction)
peak reflectance at G = 1/2, formula: 0.73403 (fraction)
best period, formula: 63.739 angstrom = 120.450 bohr
H thickness, formula: 23.177 angstrom
L thickness, formula: 40.562 angstrom
periods per 1/e of intensity, formula: 8.070 (count)
periods per 1/e of intensity, full: 8.276 (count)
intensity H centre / L centre, formula: 0.4130 (ratio)
intensity H centre / L centre, full: 0.4900 (ratio)
full solution, L on top: G = 0.37313, R = 0.75014, d = 63.730 angstrom
full solution, H on top: G = 0.37054, R = 0.76465, d = 63.710 angstrom
full solution at formula G, L on top: R = 0.75003 (fraction)
full solution at G = 1/2, L on top: R = 0.73212 (fraction)
optical constants times 0.500, L on top: best G = 0.36827
optical constants times 0.250, L on top: best G = 0.36592
optical constants times 0.125, L on top: best G = 0.36477
zero-contrast limit, model mirror: full G = 0.36363, formula G = 0.36363
zero-contrast limit, grazing angle 50 degrees: full G = 0.36363, formula G = 0.36363
zero-contrast limit, density contrast reversed: full G = 0.36363, formula G = 0.36363
zero-contrast limit, weaker density contrast: full G = 0.36363, formula G = 0.36363
zero-contrast limit, nearly clear L layer: full G = 0.20586, formula G = 0.20586
finite stack of 5 periods, L on top: best G = 0.51017, R = 0.10902
finite stack of 10 periods, L on top: best G = 0.50069, R = 0.31624
finite stack of 20 periods, L on top: best G = 0.47285, R = 0.60375
finite stack of 40 periods, L on top: best G = 0.40723, R = 0.73508
finite stack of 200 periods, L on top: best G = 0.37313, R = 0.75014
\end{verbatim}
